# Basis-set extrapolation of the direct RPA correlation energy of helium: a program that tests the result

```python
# Direct-RPA (dRPA) correlation energy of He and its basis-set extrapolation (atomic units).
# Reference: exact-exchange Kohn-Sham, F = h + J_phi (v_x = -v_H/2), occupied orbital phi.
# gap_a = eps_a - eps, K_ab = (phi a|phi b), Omega^2 = eig[gap^.5 (gap+4K) gap^.5],
# Ec = 1/2 sum(Omega - gap - 2K_aa) = (1/2pi) int dw sum[ln(1+x)-x], x = eig[4 d^.5 K d^.5],
# d = gap/(gap^2+w^2).  Partial waves: E_l -> -C (l+1/2)^-4, C = 3 pi^2 int n^2 r^5 dr.
# Model E_X = E_inf + A X^-alpha for cc-pVXZ; under test: alpha = 3 with X = 4,5 gives about
# -0.083 hartree, in agreement with an independent B-spline partial-wave limit E_ref.
import numpy as np
from scipy.linalg import eigh, solve
from scipy.interpolate import BSpline
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import zeta
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, lib

lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
pi = np.pi


def ec_plasmon(gap, K):
    s = np.sqrt(gap)
    om2 = np.linalg.eigvalsh(s[:, None] * (np.diag(gap) + 4 * K) * s[None, :])
    return 0.5 * (np.sqrt(om2).sum() - gap.sum() - 2 * np.trace(K))


def ec_frequency(gap, K):
    """full and second-order energy, trapezoid rule in t = ln(omega)"""
    h, full, second = 0.5, 0.0, 0.0
    for t in np.arange(-18.0, 12.01, h):
        w = np.exp(t)
        s = np.sqrt(gap / (gap**2 + w**2))
        x = np.linalg.eigvalsh(4 * s[:, None] * K * s[None, :])
        full += h * w * np.sum(np.log1p(x) - x)
        second -= h * w * 0.5 * np.sum(x**2)
    return full / (2 * pi), second / (2 * pi)


def ec_spin_orbital(gap, K):
    B = np.kron(np.ones((2, 2)), K)
    A = np.kron(np.eye(2), np.diag(gap)) + B
    ev = np.linalg.eigvals(np.block([[A, B], [-B, -A]])).real
    return 0.5 * (ev[ev > 0].sum() - np.trace(A))


def radial_channels(nint, lmax):
    deg, a, R = 7, 0.3, 20.0
    br = a * (np.exp(np.linspace(0, np.log(1 + R / a), nint + 1)) - 1)
    br[0], br[-1] = 0.0, R
    knots = np.r_[np.zeros(deg), br, np.full(deg, R)]
    gx, gw = np.polynomial.legendre.leggauss(12)
    half = 0.5 * np.diff(br)
    r = ((br[:-1] + half)[:, None] + half[:, None] * gx).ravel()
    w = (half[:, None] * gw).ravel()
    spl = BSpline(knots, np.eye(len(knots) - deg - 1), deg)
    B, dB = spl(r)[:, 1:-1], spl(r, nu=1)[:, 1:-1]
    mat = lambda f: B.T @ (B * (w * f)[:, None])
    S, D, R2, Vn = mat(np.ones_like(r)), dB.T @ (dB * w[:, None]), mat(r**-2), mat(-2 / r)
    v = np.zeros_like(r)
    for _ in range(60):
        e, c = eigh(0.5 * D + Vn + mat(v), S, subset_by_index=[0, 0])
        P = B @ c[:, 0]
        v = 0.5 * v + 0.5 * (B @ solve(D, B.T @ (w * P**2 / r)) / r + 1 / R)
    eps, kin = e[0], c[:, 0] @ D @ c[:, 0]
    ehf = 2 * eps - np.sum(w * P**2 * v)
    C = 3 * pi**2 * np.sum(w * (2 * P**2 / (4 * pi * r**2))**2 * r**5)
    V = Vn + mat(v)
    full, second = [], []
    for l in range(lmax + 1):
        lap = D + l * (l + 1) * R2
        e, c = eigh(0.5 * lap + V, S)
        if l == 0:
            e, c = e[1:], c[:, 1:]
        rho = (B @ c) * P[:, None]
        M = B.T @ (rho * (w / r)[:, None])
        Q = (w * (r / R)**l) @ rho
        K = M.T @ solve(lap, M) + np.outer(Q, Q) / (R * (2 * l + 1))
        f, s2 = ec_frequency(e - eps, 0.5 * (K + K.T))
        full.append((2 * l + 1) * f)
        second.append((2 * l + 1) * s2)
    return eps, ehf, kin, C, np.array(full), np.array(second)


def pair_data(hf, e, c):
    Kao = hf.get_k(hf.mol, np.outer(c[:, 0], c[:, 0]))
    return e[1:] - e[0], c[:, 1:].T @ Kao @ c[:, 1:], Kao


def gaussian(basis, with_pbe=False):
    mol = gto.M(atom='He 0 0 0', basis=basis, verbose=0)
    hf = scf.RHF(mol)
    hf.chkfile = None
    hf.conv_tol = 1e-11
    hf.kernel()
    assert hf.converged
    S = mol.intor('int1e_ovlp')
    F = hf.get_hcore() + 0.5 * hf.get_j(mol, hf.make_rdm1())
    e, c = eigh(F, S)
    assert abs(e[0] - hf.mo_energy[0]) < 1e-5            # same occupied level as HF
    assert np.all(hf.mo_energy[1:] > e[1:] - 1e-5)       # HF virtuals lie higher
    gap, K, Kao = pair_data(hf, e, c)
    loc = mol.ao_loc_nr()
    ang = np.concatenate([[mol.bas_angular(i)] * int(loc[i + 1] - loc[i]) for i in range(mol.nbas)])
    el = []
    for l in range(int(ang.max()) + 1):
        ix = np.ix_(ang == l, ang == l)
        eb, cb = eigh(F[ix], S[ix])
        if l == 0:
            eb, cb = eb[1:], cb[:, 1:]
        el.append(ec_plasmon(eb - e[0], cb.T @ Kao[ix] @ cb))
    out = dict(nao=mol.nao, ehf=hf.e_tot, gap=gap, K=K, el=np.array(el), ec=ec_plasmon(gap, K),
               gap_hf=hf.mo_energy[1] - hf.mo_energy[0],
               ec_hf=ec_plasmon(*pair_data(hf, hf.mo_energy, hf.mo_coeff)[:2]))
    assert abs(out['ec'] - out['el'].sum()) < 1e-7       # l channels decouple
    if with_pbe:
        ks = dft.RKS(mol)
        ks.xc, ks.chkfile, ks.conv_tol = 'pbe', None, 1e-10
        ks.kernel()
        assert ks.converged
        out['ec_pbe'] = ec_plasmon(*pair_data(hf, ks.mo_energy, ks.mo_coeff)[:2])
    return out


def two_point(X, EX, Y, EY, al):
    return EY + (EY - EX) / ((Y / X)**al - 1)


def slope(X, EX, Y, EY, al):
    s = (Y / X)**al
    return -(EY - EX) * s * np.log(Y / X) / (s - 1)**2


def three_point_alpha(X, E):
    ratio = (E[1] - E[0]) / (E[2] - E[1])
    g = lambda a: (X[0]**-a - X[1]**-a) / (X[1]**-a - X[2]**-a) - ratio
    return brentq(g, 0.1, 12.0, xtol=1e-12)


# elementary integrals and the tail sum
assert abs(quad(lambda w: np.log((4.0 + w * w) / (0.49 + w * w)), 0, np.inf)[0] - pi * 1.3) < 1e-6
assert abs(quad(lambda p: (p * p + 2.25)**-3, -np.inf, np.inf)[0] - 3 * pi / (8 * 1.5**5)) < 1e-8
assert abs(quad(lambda w: 4 * 4.0 / (4.0 + w * w)**2, 0, np.inf)[0] - pi / 2.0) < 1e-8
direct = np.sum((np.arange(10, 200000) + 0.5)**-4.0)
assert abs(direct / (1 / 3e3 - 1 / 6e5) - 1) < 2e-4 and abs(direct / zeta(4, 10.5) - 1) < 1e-9

# Gaussian bases
G = {3: gaussian('cc-pvtz'), 4: gaussian('cc-pvqz', True), 5: gaussian('cc-pv5z', True)}
E = {X: G[X]['ec'] for X in G}
assert abs(ec_spin_orbital(G[3]['gap'], G[3]['K']) - E[3]) < 1e-9
assert abs(ec_frequency(G[5]['gap'], G[5]['K'])[0] - E[5]) < 1e-7
assert all(len(G[X]['el']) == X for X in G)              # l_max = X - 1
assert E[5] < E[4] < E[3]

# partial-wave reference
L = 12
eps, ehf, kin, C, El, E2 = radial_channels(140, L)
El_coarse = radial_channels(100, L)[4]
lam = np.arange(L + 1) + 0.5


def limit(Lc):
    Dc = -(El[Lc] + C * lam[Lc]**-4) * lam[Lc]**6
    tail = -C * zeta(4, Lc + 1.5) - Dc * zeta(6, Lc + 1.5)
    return El[:Lc + 1].sum() + tail, tail, Dc


Eref, tail, Dco = limit(L)
assert abs(ehf + kin) < 1e-6                             # virial theorem
assert 0 < G[5]['ehf'] - ehf < 1e-4
assert abs(El.sum() - El_coarse.sum()) < 1e-5
assert abs(limit(9)[0] - Eref) < 2e-6
even = ([[0, [0.06 * 2.0**k, 1.0]] for k in range(16)] + [[1, [0.1 * 2.0**k, 1.0]] for k in range(10)]
        + [[2, [0.15 * 2.0**k, 1.0]] for k in range(10)])
ET = gaussian({'He': even})
assert np.all(np.abs(ET['el'] / El[:3] - 1) < 1e-2)      # two unrelated bases and integral codes
y = -El * lam**4
Cnum = (lam[12]**2 * y[12] - lam[8]**2 * y[8]) / (lam[12]**2 - lam[8]**2)
assert abs(Cnum / C - 1) < 5e-3
rel = 1 - El / E2
ring_power = np.log(rel[8] / rel[12]) / np.log(lam[12] / lam[8])
assert abs(ring_power - 4) < 0.5
Sx = {X: El[:X].sum() for X in range(1, L + 2)}          # radially complete, l <= X-1
a_big = three_point_alpha([11., 12., 13.], [Sx[11], Sx[12], Sx[13]])
a_small = three_point_alpha([3., 4., 5.], [Sx[3], Sx[4], Sx[5]])
assert abs(a_big - 3) < 0.15
assert abs(two_point(12, Sx[12], 13, Sx[13], 3) - Eref) < 0.05 * abs(Sx[13] - Eref)

# extrapolation formulas
alphas = [2.0, 2.5, 3.0, 3.5, 4.0]
astar = {}
for X in (3, 4):
    Y = X + 1
    for a in alphas:
        lin = np.linalg.solve([[1, X**-a], [1, Y**-a]], [E[X], E[Y]])[0]
        assert abs(lin - two_point(X, E[X], Y, E[Y], a)) < 1e-12
        fd = (two_point(X, E[X], Y, E[Y], a + 1e-4) - two_point(X, E[X], Y, E[Y], a - 1e-4)) / 2e-4
        assert abs(fd / slope(X, E[X], Y, E[Y], a) - 1) < 1e-6 and fd > 0
    astar[X] = np.log(1 + (E[Y] - E[X]) / (Eref - E[Y])) / np.log(Y / X)
    root = brentq(lambda a: two_point(X, E[X], Y, E[Y], a) - Eref, 0.2, 15.0)
    assert abs(root - astar[X]) < 1e-8
Q5, TQ = two_point(4, E[4], 5, E[5], 3), two_point(3, E[3], 4, E[4], 3)
assert slope(4, E[4], 5, E[5], 3) < slope(3, E[3], 4, E[4], 3)
a3 = three_point_alpha([3., 4., 5.], [E[3], E[4], E[5]])
E3 = two_point(4, E[4], 5, E[5], a3)
shift = 5e-5
a3s = three_point_alpha([3., 4., 5.], [E[3], E[4] + shift, E[5]])
E3s = two_point(4, E[4] + shift, 5, E[5], a3s)
Q5s = two_point(4, E[4] + shift, 5, E[5], 3)
assert abs(E3s - E3) > abs(Q5s - Q5)
Qhf = two_point(4, G[4]['ec_hf'], 5, G[5]['ec_hf'], 3)
Qpbe = two_point(4, G[4]['ec_pbe'], 5, G[5]['ec_pbe'], 3)
assert Qhf > Q5 + 5e-3
assert abs(Q5 - Eref) < 1e-3 and abs(Q5 - Eref) < abs(E[5] - Eref)
assert abs(Eref + 0.083) < 1.5e-3 and abs(Q5 + 0.083) < 1.5e-3

m = 1e3
row = lambda v, f='%.3f': ' '.join(f % u for u in v)
for X in G:
    print(f"X={X}: functions {G[X]['nao']}, E_HF {G[X]['ehf']:.6f} Eh, Ec {m*E[X]:.3f} mEh")
print(f"E4-E3 {m*(E[4]-E[3]):.3f} mEh, E5-E4 {m*(E[5]-E[4]):.3f} mEh, ratio {(E[4]-E[3])/(E[5]-E[4]):.4f}")
print(f"spline: E_HF {ehf:.6f} Eh, eps_1s {eps:.6f} Eh, kinetic {kin:.6f} Eh")
print("spline E_l l=0..4 (mEh):", row(m * El[:5]))
print("spline E_l l=5..8 (mEh):", row(m * El[5:9], '%.4f'))
print("spline E_l l=9..12 (mEh):", row(m * El[9:], '%.4f'))
print("5Z E_l l=0..4 (mEh):", row(m * G[5]['el']))
print("even-tempered E_l l=0..2 (mEh):", row(m * ET['el']))
print("-E_l (l+1/2)^4, l=2,4,8,12 (Eh):", row(y[[2, 4, 8, 12]], '%.4f'))
print(f"C formula {C:.4f} Eh, C from E_8 and E_12 {Cnum:.4f} Eh, C/3 {C/3:.4f} Eh, D {Dco:.3f} Eh")
print("1 - E_l/E_l(2nd order), l=0,1,8,12:", row(rel[[0, 1, 8, 12]], '%.3e'))
print(f"decay power of that ratio {ring_power:.2f}")
print(f"sum l<=12 {m*El.sum():.4f} mEh, tail {m*tail:.4f} mEh")
print(f"grid change {m*(El.sum()-El_coarse.sum()):.5f} mEh, l_max 9 vs 12 change {m*(limit(9)[0]-Eref):.5f} mEh")
print(f"E_ref {m*Eref:.3f} mEh = {Eref*EV:.4f} eV")
for X in G:
    print(f"X={X} missing: total {m*(Eref-E[X]):.3f}, angular {m*(Eref-Sx[X]):.3f}, "
          f"radial {m*(Sx[X]-E[X]):.3f}, -C/(3X^3) {-m*C/(3*X**3):.3f} mEh")
for X in G:
    print(f"X={X}: X^3 (E_X - E_ref) {X**3*(E[X]-Eref):.4f} Eh")
for a in alphas:
    t, q = two_point(3, E[3], 4, E[4], a), two_point(4, E[4], 5, E[5], a)
    print(f"alpha {a:.1f}: w_TQ {1/((4/3)**a-1):.4f} TQ {m*t:.3f} mEh, w_Q5 {1/(1.25**a-1):.4f} Q5 {m*q:.3f} mEh")
print(f"Q5 alpha=3: {m*Q5:.3f} mEh = {Q5*EV:.4f} eV")
print(f"error vs E_ref at alpha=3: TQ {m*(TQ-Eref):.3f} mEh, Q5 {m*(Q5-Eref):.3f} mEh")
print(f"slope at alpha=3: TQ {m*slope(3,E[3],4,E[4],3):.3f}, Q5 {m*slope(4,E[4],5,E[5],3):.3f} mEh per unit alpha")
for lo, hi in ((2.5, 3.5), (2.0, 4.0)):
    print(f"spread alpha {lo}..{hi}: TQ {m*(two_point(3,E[3],4,E[4],hi)-two_point(3,E[3],4,E[4],lo)):.3f}, "
          f"Q5 {m*(two_point(4,E[4],5,E[5],hi)-two_point(4,E[4],5,E[5],lo)):.3f} mEh")
print(f"alpha*: TQ {astar[3]:.3f}, Q5 {astar[4]:.3f}")
print(f"three-point: alpha {a3:.3f}, E_inf {m*E3:.3f} mEh, error {m*(E3-Eref):.3f} mEh")
print(f"E4 shifted by {m*shift:.2f} mEh: alpha {a3s:.3f}, E_inf change {m*(E3s-E3):.3f} mEh")
print(f"same shift, Q5 alpha=3 change {m*(Q5s-Q5):.3f} mEh")
print(f"radially complete sums: alpha(3,4,5) {a_small:.3f}, alpha(11,12,13) {a_big:.3f}")
print(f"radially complete Q5 alpha=3: {m*two_point(4,Sx[4],5,Sx[5],3):.3f} mEh")
print(f"lowest gap in 5Z: EXX {G[5]['gap'][0]:.4f} Eh, HF {G[5]['gap_hf']:.4f} Eh")
print(f"HF ref: QZ {m*G[4]['ec_hf']:.3f}, 5Z {m*G[5]['ec_hf']:.3f}, Q5 {m*Qhf:.3f} mEh")
print(f"PBE ref: QZ {m*G[4]['ec_pbe']:.3f}, 5Z {m*G[5]['ec_pbe']:.3f}, Q5 {m*Qpbe:.3f} mEh")
print("success")
```

It prints:

```
X=3: functions 14, E_HF -2.861153 Eh, Ec -74.053 mEh
X=4: functions 30, E_HF -2.861514 Eh, Ec -79.349 mEh
X=5: functions 55, E_HF -2.861625 Eh, Ec -81.405 mEh
E4-E3 -5.296 mEh, E5-E4 -2.055 mEh, ratio 2.5766
spline: E_HF -2.861680 Eh, eps_1s -0.917956 Eh, kinetic 2.861680 Eh
spline E_l l=0..4 (mEh): -29.195 -43.504 -7.172 -2.016 -0.763
spline E_l l=5..8 (mEh): -0.3484 -0.1805 -0.1026 -0.0625
spline E_l l=9..12 (mEh): -0.0402 -0.0270 -0.0188 -0.0135
5Z E_l l=0..4 (mEh): -29.059 -43.326 -6.913 -1.697 -0.410
even-tempered E_l l=0..2 (mEh): -29.193 -43.498 -7.164
-E_l (l+1/2)^4, l=2,4,8,12 (Eh): 0.2801 0.3131 0.3260 0.3289
C formula 0.3316 Eh, C from E_8 and E_12 0.3315 Eh, C/3 0.1105 Eh, D -0.411 Eh
1 - E_l/E_l(2nd order), l=0,1,8,12: 1.894e-01 1.229e-01 2.521e-04 5.505e-05
decay power of that ratio 3.95
sum l<=12 -83.4443 mEh, tail -0.0499 mEh
grid change -0.00002 mEh, l_max 9 vs 12 change -0.00001 mEh
E_ref -83.494 mEh = -2.2720 eV
X=3 missing: total -9.441, angular -3.623, radial -5.818, -C/(3X^3) -4.093 mEh
X=4 missing: total -4.145, angular -1.607, radial -2.538, -C/(3X^3) -1.727 mEh
X=5 missing: total -2.090, angular -0.843, radial -1.246, -C/(3X^3) -0.884 mEh
X=3: X^3 (E_X - E_ref) 0.2549 Eh
X=4: X^3 (E_X - E_ref) 0.2653 Eh
X=5: X^3 (E_X - E_ref) 0.2612 Eh
alpha 2.0: w_TQ 1.2857 TQ -86.158 mEh, w_Q5 1.7778 Q5 -85.059 mEh
alpha 2.5: w_TQ 0.9498 TQ -84.380 mEh, w_Q5 1.3388 Q5 -84.156 mEh
alpha 3.0: w_TQ 0.7297 TQ -83.214 mEh, w_Q5 1.0492 Q5 -83.561 mEh
alpha 3.5: w_TQ 0.5757 TQ -82.398 mEh, w_Q5 0.8448 Q5 -83.141 mEh
alpha 4.0: w_TQ 0.4629 TQ -81.800 mEh, w_Q5 0.6938 Q5 -82.831 mEh
Q5 alpha=3: -83.561 mEh = -2.2738 eV
error vs E_ref at alpha=3: TQ 0.280 mEh, Q5 -0.067 mEh
slope at alpha=3: TQ 1.923, Q5 0.986 mEh per unit alpha
spread alpha 2.5..3.5: TQ 1.982, Q5 1.015 mEh
spread alpha 2.0..4.0: TQ 4.358, Q5 2.228 mEh
alpha*: TQ 2.861, Q5 3.069
three-point: alpha 2.673, E_inf -83.924 mEh, error -0.430 mEh
E4 shifted by 0.05 mEh: alpha 2.545, E_inf change -0.233 mEh
same shift, Q5 alpha=3 change -0.052 mEh
radially complete sums: alpha(3,4,5) 2.766, alpha(11,12,13) 2.972
radially complete Q5 alpha=3: -83.452 mEh
lowest gap in 5Z: EXX 0.9322 Eh, HF 1.3246 Eh
HF ref: QZ -63.450, 5Z -65.246, Q5 -67.130 mEh
PBE ref: QZ -80.067, 5Z -82.157, Q5 -84.349 mEh
success
```
